\section*{Hydrogen Diffusion in Oxide Films with Fast, Dilute, Reversible Traps}

\section*{The problem}

Hydrogen moves through a solid film by hopping between ordinary sites. A few other sites bind it more strongly and hold it still for a while. How fast does the total hydrogen content spread, and when can one diffusion coefficient describe it?

Let $m(x,t)$ be the concentration of mobile hydrogen, $s(x,t)$ that of trapped hydrogen, and $c=m+s$ the total. Mobile hydrogen has the constant diffusion coefficient $D$. Traps have density $N$, do not move, and hold one hydrogen each. A mobile atom is captured at the rate $k(N-s)$, proportional to the density of empty traps; a trapped atom is released at the rate $r$. Temperature and $N$ are uniform, and ordinary sites are almost empty, so mobile atoms do not block one another. Electric fields, changes of charge state and the creation of traps are left out. We use
\begin{equation}
K=\frac{k}{r},\qquad \kappa=kN,\qquad R=KN=\frac{\kappa}{r},\qquad \theta=\frac{s}{N}.
\end{equation}
Here $\kappa$ is the capture rate when all traps are empty, and $\theta$ is the trap occupancy.

The numerical example is a model film with round parameters: temperature $500$~K, $D=5\times10^{-8}$~cm$^2$/s, binding energy $E_b=0.40$~eV, ordinary-site density $N_L=5\times10^{22}$~cm$^{-3}$, $N=5\times10^{19}$~cm$^{-3}$, $m=5\times10^{16}$~cm$^{-3}$, $r=10^4$~s$^{-1}$ and thickness $L=200$~nm.

\section*{(a) The diffusion equation for total hydrogen}

\textit{Write the balances for $m$ and $s$. Assume rapid exchange and $\theta\ll1$, find the equation obeyed by $c$, and evaluate its diffusion coefficient for the model film.}

\textbf{Solution.} Diffusion, capture and release give
\begin{align}
\frac{\partial m}{\partial t}&=D\frac{\partial^2m}{\partial x^2}-km(N-s)+rs, \label{mobile}\\
\frac{\partial s}{\partial t}&=km(N-s)-rs. \label{trapped}
\end{align}
Exchange moves atoms between the two populations without changing their sum. Adding the equations therefore removes it:
\begin{equation}
\frac{\partial c}{\partial t}=D\frac{\partial^2m}{\partial x^2}. \label{total}
\end{equation}
This holds for any exchange rate.

If exchange is fast, capture and release nearly balance at each point: $km(N-s)=rs$. Dividing by $rN$ gives
\begin{equation}
Km(1-\theta)=\theta,\qquad \frac{\theta}{1-\theta}=Km,\qquad \frac sm=KN(1-\theta). \label{equilibrium}
\end{equation}
For $\theta\ll1$ the ratio $s/m$ is the constant $R$. Then $c=(1+R)m$, and since $R$ is uniform, $\partial^2m/\partial x^2=(1+R)^{-1}\partial^2c/\partial x^2$. Equation (\ref{total}) becomes
\begin{equation}
\frac{\partial c}{\partial t}=D_{\rm eff}\frac{\partial^2c}{\partial x^2},\qquad
D_{\rm eff}=\frac{D}{1+s/m}. \label{result}
\end{equation}
The diffusion coefficient is divided by one plus the ratio of trapped to mobile hydrogen.

The balance was used to relate $s$ to $m$, not to delete the exchange terms from (\ref{mobile}). Their difference is $\partial s/\partial t=R\,\partial m/\partial t$. It is small compared with capture and release separately but, unless $R\ll1$, not compared with $\partial m/\partial t$. It is the hydrogen that must fill the traps whenever $m$ rises.

The flux is $J=-D\,\partial m/\partial x=-D_{\rm eff}\,\partial c/\partial x$. The smaller coefficient belongs to the gradient of total hydrogen. If $N$ varied in space, $R$ could not be taken through the derivatives, and a gradient of $c$ could exist at uniform $m$ without any flux.

A film may have several kinds of trap. If each is unsaturated and in rapid exchange, $s_i=R_im$, so $c=(1+\sum_iR_i)m$ and (\ref{result}) holds with $s=\sum_is_i$.

For the numbers we need $K$. Measure energy from an ordinary site, let $\mu$ be the chemical potential of hydrogen, and neglect differences in vibrational entropy and degeneracy. The ratio of filled to empty sites is $e^{\mu/k_BT}\simeq m/N_L$ for ordinary sites and $e^{(\mu+E_b)/k_BT}$ for traps. Hence
\begin{equation}
\frac{\theta}{1-\theta}=B\frac{m}{N_L},\qquad B=e^{E_b/k_BT},\qquad K=\frac{B}{N_L}.
\end{equation}
At $500$~K, $B=1.076\times10^4$, so $K=2.152\times10^{-19}$~cm$^3$ and $R=KN=10.76$. With $Km=0.01076$ the occupancy is $\theta=0.01076/1.01076=0.01065$. Thus $s=N\theta=5.32\times10^{17}$~cm$^{-3}$, $s/m=10.65$, and
\begin{equation}
D_{\rm eff}=\frac{5\times10^{-8}}{11.65}\ \text{cm}^2/\text{s}=4.29\times10^{-9}\ \text{cm}^2/\text{s}
=4.29\times10^{-13}\ \text{m}^2/\text{s}.
\end{equation}
This value uses the actual ratio $s/m$. The constant $R$ of the derivation gives $D/(1+R)=4.25\times10^{-9}$~cm$^2$/s instead; the two differ by $1\%$, the order $\theta$ that was neglected, so (\ref{result}) does not fix the third digit. One trap per thousand ordinary sites slows the spreading more than tenfold, because each trap is about ten thousand times more likely to be occupied than an ordinary site.

\section*{(b) How fast must the exchange be?}

\textit{For nearly empty traps, find the decay rate of a concentration wave of wavenumber $q$, including the first correction for a finite exchange rate.}

\textbf{Solution.} With $N-s\simeq N$ the equations are linear. Insert $m=\hat m\,e^{-\lambda t}\cos qx$ and $s=\hat s\,e^{-\lambda t}\cos qx$:
\begin{align}
(Dq^2+\kappa-\lambda)\hat m-r\hat s&=0,\\
-\kappa\hat m+(r-\lambda)\hat s&=0.
\end{align}
A nonzero solution requires $(Dq^2+\kappa-\lambda)(r-\lambda)-\kappa r=0$. With $X=Dq^2$ and $S=\kappa+r$ this is
\begin{equation}
\lambda^2-(S+X)\lambda+rX=0. \label{roots}
\end{equation}
For $X\ll S$ one root is close to $S$: it is the rapid approach to local equilibrium. The other vanishes with $X$. Write it as $\lambda=a_1X+a_2X^2+\dots$ and compare powers of $X$:
\begin{align}
X^1:&\quad -Sa_1+r=0, & a_1&=\frac rS=\frac1{1+R},\\
X^2:&\quad a_1^2-Sa_2-a_1=0, & a_2&=\frac{a_1(a_1-1)}S=-\frac{r\kappa}{S^3}.
\end{align}
Therefore
\begin{equation}
\lambda=\frac{Dq^2}{1+R}\left[1-\frac{\kappa Dq^2}{(\kappa+r)^2}+\dots\right]. \label{slow}
\end{equation}
The leading term is the decay rate from part (a). It is sufficient when $Dq^2\ll\kappa+r$, after the initial exchange transient has died out. For strong trapping, $R\gg1$, this means that the diffusion length before capture, $\sqrt{D/\kappa}$, is short compared with $1/q$.

In the opposite limit, $X\gg S$, the roots of (\ref{roots}) have sum close to $X$ and product $rX$. The slow root is then close to $r$: hydrogen leaves as fast as traps release it, and $\lambda$ no longer depends on $q$. If $R\gg1$, most of the hydrogen in an equilibrated film is trapped and follows this slow root, so no diffusion coefficient describes the decay of the total.

In the film the longest wave that vanishes at both faces has $q=\pi/L$, so $Dq^2=1.23\times10^3$~s$^{-1}$. With $\kappa=Rr=1.076\times10^5$~s$^{-1}$ the correction is
\begin{equation}
\frac{(1.076\times10^5)(1.23\times10^3)}{(1.176\times10^5)^2}\simeq0.0096 .
\end{equation}
The full eigenvalue is $103.9$~s$^{-1}$, against $104.9$~s$^{-1}$ from the leading term. The lengths tell the same story: $\sqrt{D/\kappa}=6.8$~nm, while $L/\pi$ is $64$~nm.

\section*{(c) The same result for one atom}

\textit{Find the mean square displacement of an atom among nearly empty traps, for an equilibrated start and for a mobile start.}

\textbf{Solution.} Let $m$ and $s$ now be probability densities for one atom that starts at $x=0$, and let $p(t)=\int m\,dx$ be the probability that it is mobile. Multiply (\ref{total}) by $x^2$ and integrate twice by parts; the boundary terms vanish in an infinite medium:
\begin{equation}
\frac{d\langle x^2\rangle}{dt}=D\int x^2\frac{\partial^2m}{\partial x^2}\,dx=2D\int m\,dx=2Dp(t).
\end{equation}
The trapped probability is $1-p$, so $dp/dt=-\kappa p+r(1-p)=r-(\kappa+r)p$, with solution
\begin{equation}
p(t)=\frac1{1+R}+\left[p(0)-\frac1{1+R}\right]e^{-(\kappa+r)t}.
\end{equation}
For an equilibrated start, $p(0)=1/(1+R)$, the bracket is zero and
\begin{equation}
\langle x^2\rangle=\frac{2Dt}{1+R}
\end{equation}
at all times, whatever the exchange rate. The atom is slowed because it is mobile for only a fraction $1/(1+R)$ of the time. A linear mean square displacement does not by itself prove ordinary diffusion, however. At times short compared with $1/r$, most initially trapped atoms are still at the origin, so the distribution is not Gaussian.

For a mobile start, $p(0)=1$ and $p=[1+Re^{-(\kappa+r)t}]/(1+R)$. Integration gives
\begin{equation}
\langle x^2\rangle=\frac{2D}{1+R}\left[t+\frac{R}{\kappa+r}\left(1-e^{-(\kappa+r)t}\right)\right].
\end{equation}
At early times the bracket is $(1+R)t$ and the atom moves with the full $D$. Later the slope falls to $2D/(1+R)$, and a constant head start remains.

\section*{(d) What saturation changes}

\textit{Keep local equilibrium but allow any $\theta$. Find the diffusion coefficient of a small concentration disturbance, and that of labelled hydrogen in a uniform background.}

\textbf{Solution.} Equation (\ref{equilibrium}) gives $1-\theta=1/(1+Km)$ and $s=NKm/(1+Km)$. Differentiation yields
\begin{equation}
\frac{ds}{dm}=\frac{NK}{(1+Km)^2}=\frac sm(1-\theta).
\end{equation}
Since $\partial c/\partial x=(1+ds/dm)\,\partial m/\partial x$, the flux is $J=-D_c\,\partial c/\partial x$ with
\begin{equation}
D_c=\frac{D}{1+(s/m)(1-\theta)}. \label{chemical}
\end{equation}
What matters is how much hydrogen the traps take up when $m$ changes. This is $ds/dm$, which is smaller than $s/m$ by the factor $1-\theta$. With $\rho=s/m$, the error of (\ref{result}) relative to $D_{\rm eff}$ is
\begin{equation}
\frac{D_c}{D_{\rm eff}}-1=\frac{1+\rho}{1+\rho(1-\theta)}-1=\frac{\rho\theta}{1+\rho(1-\theta)}<\frac{\theta}{1-\theta}.
\end{equation}
The inequality follows by dropping the 1 in the denominator. The relative error of the coefficient is thus small whenever $\theta\ll1$, however large $s/m$ may be. In an exponentially decaying concentration this error grows with the number of decay times elapsed. In the film $D_c=4.34\times10^{-9}$~cm$^2$/s, which is $0.98\%$ above $D_{\rm eff}$; the bound is $1.08\%$.

Labelled atoms behave differently. Let a few atoms be labelled while total $m$ and $s$ stay uniform and in equilibrium. The density of empty traps is then constant. A labelled atom is captured at the constant rate $k(N-s)$ and released at the rate $r$, so parts (a) and (b) apply with $R$ replaced by
\begin{equation}
\frac{k(N-s)}r=KN(1-\theta)=\frac sm .
\end{equation}
Labelled hydrogen follows $D/(1+s/m)$ at any occupancy, within these rate equations. In a dimensionless test with $\theta=0.40$ and $s/m=2.40$, the eigenvalues give $0.410D$ for a disturbance and $0.294D$ for labelled hydrogen, in agreement with $1/(1+2.40\times0.60)$ and $1/3.40$.

\section*{(e) What ``dilute'' means on a lattice}

\textit{On a simple cubic lattice of spacing $a$, an atom hops to each neighbour at the rate $w$ from an ordinary site and $w/B$ from a trap. There are $n$ traps per ordinary site. Find the long-wavelength diffusion coefficient.}

\textbf{Solution.} Let $p_i$ be the occupation probability of site $i$ and $g_i$ its escape rate to each neighbour. Define $u_i=g_ip_i/w$, which equals $p_i$ on an ordinary site and $p_i/B$ on a trap. Then
\begin{equation}
\frac{dp_i}{dt}=\sum_{j}(g_jp_j-g_ip_i)=w\sum_{j}(u_j-u_i),
\end{equation}
where $j$ runs over the neighbours of $i$. Every bond has the same coefficient $w$, wherever the traps lie. A profile $u$ that is linear in position makes the sum vanish at each site, so it is a steady state, and the current along each bond is $w$ times the drop of $u$. For slow variation the sum becomes $wa^2\nabla^2u$. Without traps $u=p$, hence $D=wa^2$.

With traps, average over a region that contains many of them but is small compared with the wavelength. There $u$ is nearly uniform, ordinary sites have $p=u$ and traps have $p=Bu$:
\begin{equation}
\bar p=\frac{1+nB}{1+n}\,u,\qquad \frac sm=nB,\qquad
D_{\rm eff}=D\,\frac{1+n}{1+s/m}.
\end{equation}
The factor $1+n$ appears because traps are also sites through which the atom passes. Dilute means $n\ll1$; the product $nB$ may still be large. The positions of the traps do not enter in this model, in which a trap slows escape equally in all directions.

Diagonalizing the hopping matrix for randomly placed traps with $n=0.0385$ and $s/m=1.923$ gives $D_{\rm eff}/D=0.3552$. The formula gives $0.3553$; without the factor $1+n$ it would give $0.3421$. In the film $n=10^{-3}$, so the factor matters at the level of $0.1\%$.

\section*{(f) Permeation: what traps delay and what they leave alone}

\textit{An initially empty film has $m=m_0$ at $x=0$ and $m=0$ at $x=L$ for $t>0$. For nearly empty traps, find the steady flux and the time lag.}

\textbf{Solution.} In the steady state (\ref{total}) gives $\partial^2m/\partial x^2=0$, so
\begin{equation}
m_\infty=m_0\left(1-\frac xL\right),\qquad s_\infty=Rm_\infty,\qquad J_\infty=\frac{Dm_0}{L}.
\end{equation}
The steady flux does not contain $R$: once the trap occupancy is steady, the traps release hydrogen as fast as they capture it.

The time lag is $t_{\rm lag}=\int_0^\infty(1-J_{\rm out}/J_\infty)\,dt$, the delay of the straight line that the transmitted amount finally follows. Define $M(x)=\int_0^\infty(m_\infty-m)\,dt$. Integrate (\ref{total}) over time, starting from $c=0$, and use $m_\infty''=0$:
\begin{equation}
(1+R)m_\infty=D\int_0^\infty\frac{\partial^2(m-m_\infty)}{\partial x^2}\,dt=-DM''(x).
\end{equation}
With $y=L-x$ this reads $d^2M/dy^2=-Ay$, where $A=(1+R)m_0/(DL)$. Since $m$ is fixed at both faces, $M=0$ there, and
\begin{equation}
M=\frac A6\left(L^2y-y^3\right).
\end{equation}
The missing outflow is $-D\,dM/dx$ at $x=L$, that is, $D\,dM/dy$ at $y=0$, which equals $DAL^2/6=(1+R)m_0L/6$. Dividing by $J_\infty$ gives
\begin{equation}
t_{\rm lag}=\frac{(1+R)L^2}{6D}.
\end{equation}
Fast exchange was not assumed. In the linear model the lag depends on how much hydrogen the film must store, not on how quickly the traps fill. The lag defined over all time therefore says nothing about the exchange rate, and it is reached only in a run that is also long compared with $1/r$. A shorter run gives less. For the film at fixed $R$, a straight line fitted between $50$ and $150$~ms gives $15.6$~ms for $r=10^4$~s$^{-1}$, $4.3$~ms for $r=10$~s$^{-1}$ and the trap-free $1.33$~ms for $r=0.1$~s$^{-1}$; in the last case the slope is already within $0.2\%$ of $J_\infty$, so slow traps can go unnoticed.

For the film $J_\infty=1.25\times10^{14}$~cm$^{-2}$~s$^{-1}$ with or without traps. In the linear model the lag rises from $1.33$~ms to $11.76\times1.333$~ms $=15.7$~ms. With the occupancy $\theta\simeq0.011$ at the entry face kept in (\ref{mobile}) and (\ref{trapped}), it is $15.6$~ms.

\section*{(g) Outgassing, and two ways to break the law}

\textit{A uniformly loaded, equilibrated film is held at $m=0$ on both faces. Find the retained fraction from (\ref{result}) at $t=0.1L^2/D_{\rm eff}$, and compare it with the full equations.}

\textbf{Solution.} Expand the initial concentration $c_0$ in $\sin(j\pi x/L)$. The coefficients are $4c_0/(j\pi)$ for odd $j$ and zero for even $j$. Each sine decays at the rate $D_{\rm eff}(j\pi/L)^2$ and has the mean value $2/(j\pi)$ for odd $j$. The retained fraction is
\begin{equation}
f(t)=\sum_{j\ \rm odd}\frac{8}{\pi^2j^2}\exp\left(-\frac{j^2\pi^2D_{\rm eff}t}{L^2}\right).
\end{equation}
At $t=9.32$~ms this gives $f=0.302$, nearly all of it from $j=1$. Numerical solution of (\ref{mobile}) and (\ref{trapped}), with saturation and finite rates included, gives $0.306$. The difference is $1.3\%$ of the simple value. With saturation kept and exchange made a thousand times faster the fraction is $0.3032$, so about $0.35\%$ comes from saturation and about $0.95\%$ from the finite rate of part (b). The saturation part has the sign opposite to the $0.98\%$ of part (d): as the film empties, $\theta$ falls and $D_c$ drops below the initial $D_{\rm eff}$ towards $D/(1+R)=4.25\times10^{-9}$~cm$^2$/s, which sets the late decay when exchange is fast. Without traps the fraction would be about $8\times10^{-6}$.

\textit{Saturated traps.} Raise the initial mobile concentration a thousandfold, to $5\times10^{19}$~cm$^{-3}$. Ordinary sites are still only one part in a thousand full, but $\theta=0.915$. After the same time the film retains $0.105$, not $0.302$: by (\ref{chemical}), hydrogen spreads faster while the traps are nearly full. Inserting the initial ratio $s/m=0.915$ into (\ref{result}) does not repair the law. It gives a retained fraction of about $0.002$, far too small, because the ratio grows towards $R$ as the film empties. A single constant coefficient fails here.

\textit{Slow exchange.} Return to the original loading and reduce capture and release a thousandfold, so that $r=10$~s$^{-1}$ and $R$ is unchanged. Now $\kappa+r\simeq118$~s$^{-1}$ is well below $Dq^2=1.23\times10^3$~s$^{-1}$, and the condition of part (b) is violated. The film retains $0.848$. Most of this is hydrogen that has never left its trap: the initially trapped fraction is $10.65/11.65=0.914$, and a part $e^{-rt}=e^{-0.093}=0.911$ of it is still unreleased, which makes $0.833$. The rest consists of atoms captured during the run and atoms that are mobile at its end but have not yet reached a face. The equilibrium ratio $s/m$ alone therefore does not fix the outgassing time; the exchange must also be fast on the scale of diffusion through the film.

The numerical output below lists the parameters of the film and the main computed values.

\section*{Numbers as computed}
\begin{verbatim}
Temperature: 500 K
Mobile-hydrogen diffusion coefficient D: 5.00e-08 cm^2/s
Trap binding energy: 0.40 eV
Ordinary site density: 5.0e+22 cm^-3
Trap density N: 5.0e+19 cm^-3
Traps per ordinary site n: 1.0e-03
Mobile hydrogen m: 5.00e+16 cm^-3
Release rate r: 1.00e+04 s^-1
Film thickness L: 200 nm
Boltzmann factor B: 1.0760e+04
Equilibrium constant K: 2.1521e-19 cm^3
Empty-trap ratio R = K N: 10.760
Capture rate kappa: 1.076e+05 s^-1
Trap occupancy theta: 0.01065
Trapped hydrogen s: 5.323e+17 cm^-3
Ratio s/m: 10.646
Reduction factor 1 + s/m: 11.646
D_eff = D/(1 + s/m): 4.293e-09 cm^2/s
D_eff in SI: 4.293e-13 m^2/s
D/(1 + R), empty-trap limit: 4.252e-09 cm^2/s
D/(1 + (s/m)(1 - theta)): 4.336e-09 cm^2/s
Saturation error of D_eff: 0.98 %
Bound theta/(1 - theta): 1.08 %
Free path before capture sqrt(D/kappa): 6.82 nm
Slowest-mode rate, from eigenvalue: 103.91 s^-1
Slowest-mode rate, D q^2/(1 + R): 104.90 s^-1
Finite-rate correction, formula: 0.96 %
Steady flux D m/L: 1.250e+14 cm^-2 s^-1
Time lag without traps: 1.333 ms
Time lag with traps (linear model): 15.68 ms
Outgassing time: 9.317 ms
Retained fraction, D_eff law: 0.3021
Retained fraction, full equations: 0.3061
Retained fraction, no traps: 8.26e-06
Saturated start, mobile hydrogen: 5.0e+19 cm^-3
Saturated start, occupancy: 0.915
Saturated start, retained fraction: 0.1046
Slow exchange, release rate: 10.0 s^-1
Slow exchange, retained fraction: 0.8479
Lattice test, traps per ordinary site: 0.0385
Lattice test, s/m: 1.9231
Lattice test, D_eff/D from diagonalization: 0.35524
Lattice test, (1 + n)/(1 + s/m): 0.35526
Lattice test, 1/(1 + s/m): 0.34211
Saturation test, occupancy: 0.40
Saturation test, s/m: 2.400
Saturation test, D_eff/D of a disturbance: 0.4098
Saturation test, D_eff/D of labelled hydrogen: 0.2941
\end{verbatim}
